# Magnetic quadrupole decay of nsnp 3P2 through the electron spins, part 1

(Sections cited here and not found follow in the second part.)

## First half: the levels and the spin amplitude

Take two valence electrons in model orbitals and let the photon energy be 2.5 eV. The singlet level nsnp $^1P_1$ then decays to $ns^2\,{}^1S_0$ at $7.70\times10^{7}\ \mathrm{s^{-1}}$. The level nsnp $^3P_2$, built from the same orbitals and given the same photon energy, decays to the same lower level at $1.38\times10^{-4}\ \mathrm{s^{-1}}$, which by itself would mean a lifetime of two hours. The triplet rate is smaller by the factor $1.80\times10^{-12}$, but it is not zero, although $^3P_2$ contains no singlet component in this model. Two things need explaining: how a triplet reaches a singlet without any admixture, and what fixes the twelve orders of magnitude.

### Setting and assumptions

The two electrons move outside closed shells that are the same in both levels. The lower level has both electrons in the orbital $g$. The upper level has one electron in an $ns$ orbital $u$, which may differ slightly from $g$ because the atom relaxes, and one in an $np$ orbital $p_m$:

$$g=\frac{P_g(r)}{r}Y_{00},\qquad u=\frac{P_u(r)}{r}Y_{00},\qquad p_m=\frac{P_p(r)}{r}Y_{1m}.$$

All are normalized, the radial functions are real, and all are orthogonal to the closed shells. The two numbers that will carry the result are

$$O=\int_0^\infty P_g P_u\,dr,\qquad R=\int_0^\infty P_g\,r\,P_p\,dr .$$

The closed shells drop out. For a sum of one-electron operators their own contribution is multiplied by the overlap of the two valence states, which is zero, and terms that exchange a valence and a shell electron contain an overlap between orthogonal orbitals.

Spins $\mathbf s_i$ and orbital angular momenta $\mathbf l_i$ are in units of $\hbar$. The electron has charge $-e$ and spin moment $-g_s\mu_B\mathbf s$, with $\mu_B=e\hbar/2m_e$. Its coupling to the radiation field, in the Coulomb gauge and to first order in the field, is

$$V=\sum_i\left[\frac{e}{m_e}\mathbf A(\mathbf r_i)\cdot\mathbf p_i+g_s\mu_B\,\mathbf s_i\cdot\mathbf B(\mathbf r_i)\right].\tag{1}$$

The sign of the second term follows from the energy $-\boldsymbol\mu\cdot\mathbf B$ with a moment opposite to the spin. The levels are taken in pure LS coupling, one photon is emitted, the wavelength is long compared with the atom, and there is no hyperfine interaction or external field.

The spin part of the magnetic quadrupole (M2) operator is

$$\mathcal M_{2q}=-g_s\mu_B\sum_i\mathbf s_i\cdot\nabla_i\left(r_i^2C_{2q}(\hat{\mathbf r}_i)\right),\tag{2}$$

where

$$r^2C_{20}=\tfrac12(3z^2-r^2),\quad r^2C_{2,\pm1}=\mp\sqrt{\tfrac32}\,z(x\pm iy),\quad r^2C_{2,\pm2}=\sqrt{\tfrac38}\,(x\pm iy)^2 .$$

The line strength $\mathcal S$ is the sum of $|\langle{}^1S_0|\mathcal M_{2q}|{}^3P_2M\rangle|^2$ over $q$ and $M$. This is the squared reduced matrix element in the convention in which that square equals the full sum.

### Theorem

Under these assumptions the first term of (1) gives no transition from nsnp $^3P_2$ to $ns^2\,{}^1S_0$. The second term does, with

$$\mathcal S=5g_s^2\mu_B^2\,O^2R^2,\qquad A=\frac{\mu_0g_s^2\mu_B^2k^5}{60\pi\hbar}\,O^2R^2 ,\tag{3}$$

where $k=\omega/c$ and $A$ is the rate from each state $M$ to leading order in $kr$. If the $ns$ orbital is the same in both levels, $O=1$, and the strength contains the single radial integral $R$. This is the integral of the allowed dipole line when the singlet and the triplet are given the same orbitals.

The type of radiation follows from symmetry. A change from $J=2$ to $J=0$ requires an operator of rank 2. The configuration nsnp has odd parity and $ns^2$ has even parity, so the operator must be odd. The electric quadrupole operator, quadratic in $\mathbf r$, is even. The M2 operator (2) is linear in $\mathbf r$ and in the spin, which does not change under inversion, so it is odd as required.

### Lemma 1: nsnp has no singlet with J = 2

*Statement.* Spin-orbit coupling within nsnp leaves $^3P_2$ a pure triplet.

*Proof.* The configuration has $2\times3\times2=12$ states. All have $L=1$. The singlet therefore has $J=1$, and the triplet has $J=0,1,2$. The five states with $J=2$ all belong to the triplet. Spin-orbit coupling conserves $J$, and so finds no singlet to mix with them. $\square$

The neighbouring level $J=1$ shows the contrast. Take the model Hamiltonian

$$H=-\frac{\Delta}{2}\mathbf S^2+\lambda\sum_i\mathbf l_i\cdot\mathbf s_i,\qquad \mathbf S=\mathbf s_1+\mathbf s_2 ,$$

which puts the triplet lower by $\Delta$ when $\lambda=0$, since $\mathbf S^2=2$ there. The $s$ electron has $\mathbf l=0$, so the sum acts on the $p$ electron alone. Its eigenvalues are $-1$ for $j=\tfrac12$ and $+\tfrac12$ for $j=\tfrac32$. Coupling to the spin of the $s$ electron gives $J=1$ once from each $j$, but $J=2$ from $j=\tfrac32$ alone. The level $^3P_2$ is thus shifted by $\lambda/2$ and not mixed.

For $J=1$ the spin-orbit sum is a two-by-two matrix in the basis $^3P_1$, $^1P_1$. Its singlet diagonal element is zero, because a spin vector has no mean value in a singlet. Its trace is $-1+\tfrac12=-\tfrac12$, so the triplet diagonal element is $-\tfrac12$. Its determinant is $(-1)(\tfrac12)=-\tfrac12$, so the off-diagonal element $x$ obeys $-|x|^2=-\tfrac12$, or $|x|=1/\sqrt2$. The two diagonal energies differ by $D=\Delta+\lambda/2$. Diagonalizing this matrix gives the lower level the singlet weight

$$w=\frac12\left(1-\frac{D}{\sqrt{D^2+2\lambda^2}}\right).$$

With $\Delta=1$ eV and $\lambda=0.1$ eV this is $w=0.0045$. Numerical diagonalization in all twelve states returns the same weight for the lower $J=1$ level, and a weight of order $10^{-15}$, which is rounding error, for $J=2$.

### Lemma 2: the orbital coupling gives zero

*Statement.* The term $(e/m_e)\mathbf A\cdot\mathbf p$ has no matrix element between $^3P_2$ and $^1S_0$, whatever the ratio of the atom's size to the wavelength.

*Proof.* Each of the two levels has a definite total spin. The emission part of the term is proportional to $F=\sum_i e^{-i\mathbf k\cdot\mathbf r_i}\boldsymbol\epsilon^*\cdot\mathbf p_i$, which contains no spin. A $^3P_2$ state is a sum of products of space functions $\psi_\mu$ and triplet spin functions $\chi_\mu$, while the lower state is a space function $gg$ times the singlet spin function $\chi_0$. Hence

$$\langle{}^1S_0|F|{}^3P_2M\rangle=\sum_\mu\langle gg|F|\psi_\mu\rangle\,\langle\chi_0|\chi_\mu\rangle=0,$$

because singlet and triplet spin functions are orthogonal. The exponential was not expanded. $\square$

The rank-2 part of $F$ would fail even without this spin rule. A spin-free operator of rank 2 acts on $L$, and $L=1$ combined with rank 2 cannot give $L=0$. The products $r_al_b$, from which the orbital M2 operator is made, show how this happens. With real orbitals $p_c$, $c=x,y,z$, whose angular part is $\sqrt{3/4\pi}\,r_c/r$, the dipole element is

$$\langle g|r_a|p_d\rangle=R\,\frac{\sqrt3}{4\pi}\int\hat r_a\hat r_d\,d\Omega=\frac{R}{\sqrt3}\,\delta_{ad},\tag{4}$$

since the integral is $4\pi\delta_{ad}/3$. Rotation gives $l_bp_c=i\varepsilon_{bcd}\,p_d$, and therefore

$$\langle g|r_al_b|p_c\rangle=\frac{iR}{\sqrt3}\,\varepsilon_{bca}.$$

This changes sign when $a$ and $b$ are exchanged, and an M2 operator contains the symmetric part.

### Lemma 3: the spin coupling begins with a field gradient

*Statement.* For emission of a photon with wave vector $\mathbf k=k\mathbf n$ and real polarization $\boldsymbol\epsilon$, the leading matrix element of the spin coupling is

$$V_{fi}=-g_s\mu_B k^2\sqrt{\frac{\hbar}{2\varepsilon_0\omega\mathcal V}}\;\sum_{ab}b_an_bT_{ab},\tag{5}$$

where $\mathcal V$ is the volume of the normalization box, $\mathbf b=\mathbf n\times\boldsymbol\epsilon$, and

$$T_{ab}=\langle{}^1S_0|\sum_i s_{ia}r_{ib}|{}^3P_2M\rangle .\tag{6}$$

*Proof.* The part of the vector potential that creates the photon is $\sqrt{\hbar/2\varepsilon_0\omega\mathcal V}\;\boldsymbol\epsilon\,e^{-i\mathbf k\cdot\mathbf r}$. Its curl brings down $-i\mathbf k\times\boldsymbol\epsilon=-ik\mathbf b$. The matrix element is therefore

$$V_{fi}=-ig_s\mu_Bk\sqrt{\frac{\hbar}{2\varepsilon_0\omega\mathcal V}}\;\langle{}^1S_0|\sum_i\mathbf s_i\cdot\mathbf b\;e^{-i\mathbf k\cdot\mathbf r_i}|{}^3P_2M\rangle .$$

Expand the exponential as $1-ik\,\mathbf n\cdot\mathbf r_i+\dots$. The first term gives $\mathbf b\cdot\mathbf S$. The total spin annihilates the singlet, so this term vanishes. The second supplies a factor $-ik$, and $(-i)(-i)=-1$ gives (5). $\square$

The next term of the expansion is quadratic in $\mathbf r$. It is even under inversion and vanishes between levels of opposite parity. The first correction is therefore smaller than (5) by two powers of $kr$.

The change of spin can be read from the identity

$$\sum_i s_{ia}r_{ib}=\tfrac12(s_1+s_2)_a(r_1+r_2)_b+\tfrac12(s_1-s_2)_a(r_1-r_2)_b ,$$

in which the cross terms of the two products cancel. The first product contains the total spin and gives zero on the singlet. The second contains the difference of the spins, which turns a singlet into a triplet. For the $z$ component,

$$(s_1-s_2)_z\,\frac{\uparrow\downarrow-\downarrow\uparrow}{\sqrt2}=\frac{\uparrow\downarrow+\downarrow\uparrow}{\sqrt2}.$$

A uniform magnetic field turns both spins alike and so preserves the total spin quantum number. In a field with a gradient, electrons at different places are turned differently, and the total spin can change. The difference $(s_1-s_2)_a$ is odd under exchange of the electrons, and so is $(r_1-r_2)_b$. Their product is even, as it must be for identical particles. No singlet-triplet mixing enters, because the operator itself does what the mixing would otherwise have to do.

### Lemma 4: the amplitude in the stretched state

*Statement.* For $M=2$, with $\mathbf e=(1,i,0)$,

$$T_{ab}=-\frac{OR}{2\sqrt6}\,e_ae_b,\qquad \sum_{ab}|T_{ab}|^2=\frac{O^2R^2}{6}.\tag{7}$$

*Proof.* The state with $M=2$ has both spins up and $m=1$. It is the single determinant $|u{\uparrow}\;p_1{\uparrow}|$. The lower state is $|g{\uparrow}\;g{\downarrow}|$. For a sum of one-electron operators $f$, the element between normalized determinants $|\alpha\beta|$ and $|\gamma\delta|$ is

$$\langle\alpha|f|\gamma\rangle\langle\beta|\delta\rangle+\langle\alpha|\gamma\rangle\langle\beta|f|\delta\rangle-\langle\alpha|f|\delta\rangle\langle\beta|\gamma\rangle-\langle\alpha|\delta\rangle\langle\beta|f|\gamma\rangle .$$

Put $\alpha=g{\uparrow}$, $\beta=g{\downarrow}$, $\gamma=u{\uparrow}$, $\delta=p_1{\uparrow}$. The first and third terms contain an overlap of opposite spins and vanish. The fourth contains $\langle g|p_1\rangle=0$. The second remains:

$$T_{ab}=O\,\langle\downarrow|s_a|\uparrow\rangle\,\langle g|r_b|p_1\rangle .$$

The spin matrices give $\langle\downarrow|s_a|\uparrow\rangle=\tfrac12e_a$. The orbital is $p_1=-(p_x+ip_y)/\sqrt2$, so (4) gives $\langle g|r_b|p_1\rangle=-Re_b/\sqrt6$. Multiplication gives the first part of (7). Because $\sum_a|e_a|^2=2$, the sum of squares is $4\,O^2R^2/24=O^2R^2/6$. $\square$

The tensor is symmetric, and its trace is proportional to $\mathbf e\cdot\mathbf e=1+i^2=0$. It is thus a pure rank-2 tensor. The spin supplies one unit of angular momentum and the orbital motion the other, and the radial motion enters through the dipole integral.

## Second half: line strength, rate and example

The following is taken from the first half. The lower level has two electrons in $g$, and the upper level has one in $u$ and one in $p$. The overlap of $g$ and $u$ is $O$, and $R=\int P_g\,r\,P_p\,dr$. The tensor $T_{ab}$ is the matrix element of $\sum_i s_{ia}r_{ib}$ between $^3P_2\,M$ and $^1S_0$. For $M=2$ it is $-(OR/2\sqrt6)\,e_ae_b$ with $\mathbf e=(1,i,0)$, which is symmetric and traceless and has $\sum|T_{ab}|^2=O^2R^2/6$. The emission amplitude is

$$|V_{fi}|^2=g_s^2\mu_B^2k^4\,\frac{\hbar}{2\varepsilon_0\omega\mathcal V}\left|\sum_{ab}b_an_bT_{ab}\right|^2,\tag{8}$$

where $\mathbf n$ is the photon direction, $\mathbf b=\mathbf n\times\boldsymbol\epsilon$, and $\mathcal V$ is the box volume. The orbital coupling contributes nothing.

The orbital coupling gives no decay from $^3P_2$ to $^1S_0$, while the spin coupling acts through the gradient of the magnetic field, with an amplitude set by the tensor $T_{ab}$, found here for $M=2$. It remains to treat the other $M$, derive the line strength and the rate, and compare them with the allowed line in a worked example.
